# Removing spurious in-gap states from eight-band models by rescaling E_P: a program that tests the result

```python
"""Spurious in-gap states of the eight-band model and their removal.

Result under test: with a downward-bending remote valence block, a negative
remote conduction coefficient A puts real-k states at every gap energy, while
A >= 0 forbids them.  Choosing
    E_P = (1/m_c) Eg (Eg + D) / (Eg + 2 D/3)
makes A = 0 and keeps the conduction, heavy-hole and light-hole masses.

Symbols (Hartree atomic units): Eg gap, D spin-orbit splitting, m_c conduction
mass, E_P = 2 P^2 coupling energy, A remote conduction coefficient (band term
A k^2/2), gamma full Luttinger parameters, gp the same without the explicit
conduction-band part, L = gp1 + 4 gp2, M = gp1 - 2 gp2, N = 6 gp3, q = k^2.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
Eg, D, m_c, EP_old = 0.05, 0.01, 0.07, 0.9
gamma = np.array([8.0, 3.0, 3.5])
lattice = 10.0
rng = np.random.default_rng(7)

S = (Eg + 2 * D / 3) / (Eg * (Eg + D))
EP_new = 1 / (m_c * S)


def remote(EP, full=gamma):
    """Remote coefficients that keep the band-edge masses for a given E_P."""
    A = 1 / m_c - EP * S
    if abs(A) < 1e-11:          # rounding residue of an exact zero
        A = 0.0
    return A, full - EP / Eg * np.array([1 / 3, 1 / 6, 1 / 6])


def valence_form(k, g):
    """Positive form W(k); the remote valence block is -W/2."""
    L, M, N = g[0] + 4 * g[1], g[0] - 2 * g[1], 6 * g[2]
    W = N * k[..., :, None] * k[..., None, :]
    k2 = np.sum(k**2, axis=-1)
    for i in range(3):
        W[..., i, i] = L * k[..., i]**2 + M * (k2 - k[..., i]**2)
    return W


I2 = np.eye(2)
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
levi = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[a, b, c], levi[a, c, b] = 1, -1
spin_orbit = D / 3 * (sum(np.kron(-1j * levi[j], sigma[j]) for j in range(3))
                      - np.eye(6))


def H8(k, EP, A, gp):
    """Eight-band matrix: s with spin, then X, Y, Z with spin."""
    k = np.asarray(k, float)
    H = np.zeros((8, 8), complex)
    H[:2, :2] = (Eg + A * (k @ k) / 2) * I2
    H[2:, 2:] = np.kron(-valence_form(k, gp) / 2, I2) + spin_orbit
    H[:2, 2:] = 1j * np.sqrt(EP / 2) * np.kron(k.reshape(1, 3), I2)
    H[2:, :2] = H[:2, 2:].conj().T
    return H


def bands(k, EP, A, gp):
    return np.linalg.eigvalsh(H8(k, EP, A, gp))


def curvatures(direction, EP, A, gp, h=5e-4):
    """2 (E(k)-E(0))/k^2 at k -> 0 for split-off, light, heavy, conduction."""
    u = np.array(direction, float)
    u /= np.linalg.norm(u)
    e0 = bands(0 * u, EP, A, gp)
    f1 = 2 * (bands(h * u, EP, A, gp) - e0) / h**2
    f2 = 2 * (bands(2 * h * u, EP, A, gp) - e0) / (2 * h)**2
    return ((4 * f1 - f2) / 3)[[0, 2, 4, 6]]


def secular(E, EP, A, gp):
    """[001] secular function as a polynomial in q, highest power first."""
    L, M = gp[0] + 4 * gp[1], gp[0] - 2 * gp[1]
    c = np.poly1d([A / 2, Eg - E])
    z = np.poly1d([L / 2, E + D / 3])
    t = np.poly1d([M / 2, E + 2 * D / 3])
    return c * (z * t - 2 * D**2 / 9) + np.poly1d([EP / 2, 0]) * t


def positive_roots(E, EP, A, gp):
    r = secular(E, EP, A, gp).roots
    return np.sort([x.real for x in r
                    if abs(x.imag) < 1e-9 * abs(x) and x.real > 1e-10])


A_old, gp_old = remote(EP_old)
A_new, gp_new = remote(EP_new)
old, new = (EP_old, A_old, gp_old), (EP_new, A_new, gp_new)

# Band-edge masses from diagonalization, before and after the rescaling.
masses = {}
for name, model in (("old", old), ("new", new)):
    for direction, g in (((0, 0, 1), gamma[1]), ((1, 1, 1), gamma[2])):
        so, lh, hh, cb = curvatures(direction, *model)
        so_formula = gamma[0] - model[0] * D / (3 * Eg * (Eg + D))
        wanted = [-so_formula, -(gamma[0] + 2 * g), -(gamma[0] - 2 * g), 1 / m_c]
        assert np.allclose([so, lh, hh, cb], wanted, rtol=1e-5)
        if direction == (0, 0, 1):
            masses[name] = 1 / np.abs([cb, hh, lh, so])

# The rescaled E_P found by matching the diagonalized mass with A = 0.
EP_search = brentq(lambda x: curvatures((0, 0, 1), x, 0.0, remote(x)[1])[3]
                   - 1 / m_c, 0.4, 1.2)
assert abs(EP_search / EP_new - 1) < 1e-5

# Secular polynomial against the determinant of the full matrix.
for model in (old, new):
    M = model[2][0] - 2 * model[2][1]
    for k in (0.03, 0.2, 0.7):
        for E in (0.01, 0.04):
            full = np.linalg.det(H8([0, 0, k], *model) - E * np.eye(8)).real
            part = secular(E, *model)(k * k)**2 * (E + M * k * k / 2)**2
            assert abs(full / part - 1) < 1e-7

# Four inequalities for a downward valence block against sampled directions.
dirs = rng.normal(size=(1500, 3))
dirs /= np.linalg.norm(dirs, axis=1)[:, None]
good = bad = 0
for _ in range(150):
    g = rng.uniform([0, -3, -3], [10, 3, 3])
    margin = min(g[0] + 4 * g[1], g[0] - 2 * g[1], g[0] + 4 * g[2],
                 g[0] + g[1] - 3 * g[2])
    if abs(margin) < 0.3:       # finite sampling cannot resolve these
        continue
    lowest = np.linalg.eigvalsh(valence_form(dirs, g))[:, 0].min()
    assert (lowest >= 0) == (margin > 0)
    good, bad = good + (margin > 0), bad + (margin < 0)
assert good > 10 and bad > 10
EP_ceiling = Eg * (gamma[0] + 4 * min(gamma[1], gamma[2]))
assert EP_new < EP_ceiling and EP_old < EP_ceiling
assert gamma[0] - 2 * gamma[1] > 0 and gamma[0] + gamma[1] - 3 * gamma[2] > 0

# Level counting in many directions; a clean gap at every k after rescaling.
for u in dirs[:60]:
    assert np.sum(bands(0 * u, *old) > Eg / 2) == 2
    assert np.sum(bands(50 * u, *old) > Eg / 2) == 0
    for k in np.geomspace(1e-3, 50, 50):
        e = bands(k * u, *new)
        assert not np.any((e > 1e-9) & (e < Eg - 1e-9))

# Spurious wavevectors of the original model along [001].
L_old, L_new = gp_old[0] + 4 * gp_old[1], gp_new[0] + 4 * gp_new[1]
k_spur = [np.sqrt(positive_roots(E, *old)[-1]) for E in (Eg, Eg / 2, 0.0)]
assert np.min(np.abs(bands([0, 0, k_spur[1]], *old) - Eg / 2)) < 1e-9
k_est = np.sqrt(2 / abs(A_old) * (Eg / 2 + EP_old / L_old))
EP_near = 1.001 * EP_new
A_near, gp_near = remote(EP_near)
k_near = np.sqrt(positive_roots(Eg / 2, EP_near, A_near, gp_near)[-1])
k_near_est = np.sqrt(2 / abs(A_near) * (Eg / 2 + EP_near
                                       / (gp_near[0] + 4 * gp_near[1])))
assert abs(k_near / k_near_est - 1) < 1e-3
assert len(positive_roots(Eg / 2, 0.999 * EP_new, *remote(0.999 * EP_new))) == 0
assert secular(Eg / 2, *old).order == 3 and secular(Eg / 2, *new).order == 2
plateau = Eg + EP_new / L_new
assert abs(bands([0, 0, 50.0], *new)[-1] - plateau) < 1e-4

# Other sign combinations along [001].
gap_energies = np.linspace(0.02, 0.98, 25) * Eg
case_v = (0.7, *remote(0.7, np.array([8.0, 1.0, 1.0])))
case_b = (0.9, *remote(0.9, np.array([8.0, 2.0, 2.0])))
L_v, L_b = (x[2][0] + 4 * x[2][1] for x in (case_v, case_b))
assert case_v[1] > 0 and L_v < 0 and case_b[1] < 0 and L_b < 0
hits_v = sum(len(positive_roots(E, *case_v)) > 0 for E in gap_energies)
hits_b = sum(len(positive_roots(E, *case_b)) > 0 for E in gap_energies)
assert hits_v == len(gap_energies) and hits_b == 0

# Periodic quantum well along [001], half of each period is barrier.
period, barrier_c, barrier_v = 200.0, 0.01, 0.005


def well_levels(n_max, EP, A, gp):
    n = np.arange(-n_max, n_max + 1)
    k = 2 * np.pi * n / period
    F = 0.5 * np.sinc((n[:, None] - n[None, :]) / 2)
    L, M = gp[0] + 4 * gp[1], gp[0] - 2 * gp[1]
    one, zero = np.eye(len(n)), np.zeros((len(n), len(n)))
    s = np.diag(Eg + A * k**2 / 2) + barrier_c * F
    z = np.diag(-D / 3 - L * k**2 / 2) - barrier_v * F
    t = np.diag(-2 * D / 3 - M * k**2 / 2) - barrier_v * F
    p, w = np.sqrt(EP / 2) * np.diag(k), -np.sqrt(2) * D / 3 * one
    return np.linalg.eigvalsh(np.block([[s, p, zero], [p, z, w], [zero, w, t]]))


def in_gap(e):
    return int(np.sum((e > 1e-9) & (e < Eg - 1e-9)))


wells = {(name, n): well_levels(n, *model)
         for name, model in (("old", old), ("new", new)) for n in (10, 30)}
counts = {key: in_gap(e) for key, e in wells.items()}
assert counts["old", 10] == 0 and counts["old", 30] > 0
assert counts["new", 10] == 0 and counts["new", 30] == 0
level = {key: e[e > Eg].min() - Eg for key, e in wells.items()}
assert abs(level["old", 10] / level["new", 10] - 1) < 0.05
assert abs(level["new", 30] / level["new", 10] - 1) < 0.05

print(f"Inputs: Eg = {Eg} Ha, Delta = {D} Ha, m_c = {m_c} m_e")
print(f"Inputs: E_P = {EP_old} Ha, gamma1,2,3 = {gamma}, a = {lattice} bohr")
print(f"Mass factor S = (Eg+2D/3)/(Eg(Eg+D)) = {S:.4f} 1/Ha")
print(f"1/m_c = {1/m_c:.4f}; E_P*S = {EP_old*S:.4f} (dimensionless)")
print(f"Original A = {A_old:.4f}, primed gammas = {np.round(gp_old, 4)}")
print(f"Original L' = {L_old:.4f}, M' = {gp_old[0]-2*gp_old[1]:.4f}")
print(f"Rescaled E_P = {EP_new:.5f} Ha = {EP_new*HARTREE_EV:.3f} eV")
print(f"Original E_P = {EP_old*HARTREE_EV:.3f} eV; ratio new/old = {EP_new/EP_old:.4f}")
print(f"E_P from numerical mass matching = {EP_search:.5f} Ha")
print(f"Valence ceiling on E_P = {EP_ceiling:.4f} Ha")
print(f"Rescaled A = {A_new:.4f}, primed gammas = {np.round(gp_new, 4)}")
print(f"Rescaled L' = {L_new:.4f}, M' = {gp_new[0]-2*gp_new[1]:.4f}")
for name in ("old", "new"):
    print(f"Masses [001] {name} (m_e): c, hh, lh, so =",
          " ".join(f"{x:.5f}" for x in masses[name]))
print("Spurious k [001] at E = Eg, Eg/2, 0 (1/bohr):",
      " ".join(f"{x:.4f}" for x in k_spur))
print(f"Estimate of spurious k at Eg/2 = {k_est:.4f} 1/bohr")
print(f"Zone boundary 2 pi/a = {2*np.pi/lattice:.4f} 1/bohr")
print(f"E_P 0.1% above rescaled value: A = {A_near:.5f}")
print(f"  spurious k = {k_near:.4f}, estimate = {k_near_est:.4f} 1/bohr")
print(f"Degree in q of secular function: old {secular(Eg/2, *old).order},"
      f" new {secular(Eg/2, *new).order}")
print(f"Rescaled conduction plateau [001] = {plateau:.5f} Ha")
print("Top band [001]: k (1/bohr), original E (Ha), rescaled E (Ha)")
for k in (0.02, 0.05, 0.10, 0.30, 0.50, 0.57, 0.62):
    print(f"  {k:.2f}  {bands([0, 0, k], *old)[6]:.5f}"
          f"  {bands([0, 0, k], *new)[6]:.5f}")
print(f"Valence sign wrong only: E_P = {case_v[0]} Ha, gamma = (8,1,1),"
      f" A = {case_v[1]:.4f}, L' = {L_v:.4f}")
print(f"  gap energies with a real-k state: {hits_v} of {len(gap_energies)}")
print(f"Both signs wrong: E_P = {case_b[0]} Ha, gamma = (8,2,2),"
      f" A = {case_b[1]:.4f}, L' = {L_b:.4f}")
print(f"  gap energies with a real-k state: {hits_b} of {len(gap_energies)}")
print(f"Well: period {period} bohr, half barrier, offsets c {barrier_c} Ha,"
      f" v {barrier_v} Ha")
for n in (10, 30):
    print(f"  largest k = {2*np.pi*n/period:.4f} 1/bohr: in-gap states"
          f" old {counts['old', n]}, new {counts['new', n]}")
print(f"Lowest electron level above Eg, coarse basis: old"
      f" {level['old', 10]:.6f} Ha, new {level['new', 10]:.6f} Ha")
print(f"Lowest electron level above Eg, fine basis: new {level['new', 30]:.6f} Ha")
print("all good")
```

Printed output:

```
Inputs: Eg = 0.05 Ha, Delta = 0.01 Ha, m_c = 0.07 m_e
Inputs: E_P = 0.9 Ha, gamma1,2,3 = [8.  3.  3.5], a = 10.0 bohr
Mass factor S = (Eg+2D/3)/(Eg(Eg+D)) = 18.8889 1/Ha
1/m_c = 14.2857; E_P*S = 17.0000 (dimensionless)
Original A = -2.7143, primed gammas = [2.  0.  0.5]
Original L' = 2.0000, M' = 2.0000
Rescaled E_P = 0.75630 Ha = 20.580 eV
Original E_P = 24.490 eV; ratio new/old = 0.8403
E_P from numerical mass matching = 0.75630 Ha
Valence ceiling on E_P = 1.0000 Ha
Rescaled A = 0.0000, primed gammas = [2.958 0.479 0.979]
Rescaled L' = 4.8739, M' = 2.0000
Masses [001] old (m_e): c, hh, lh, so = 0.07000 0.50000 0.07143 0.14286
Masses [001] new (m_e): c, hh, lh, so = 0.07000 0.50000 0.07143 0.13967
Spurious k [001] at E = Eg, Eg/2, 0 (1/bohr): 0.5276 0.5686 0.6045
Estimate of spurious k at Eg/2 = 0.5916 1/bohr
Zone boundary 2 pi/a = 0.6283 1/bohr
E_P 0.1% above rescaled value: A = -0.01429
  spurious k = 5.0303, estimate = 5.0313 1/bohr
Degree in q of secular function: old 3, new 2
Rescaled conduction plateau [001] = 0.20517 Ha
Top band [001]: k (1/bohr), original E (Ha), rescaled E (Ha)
  0.02  0.05267  0.05267
  0.05  0.06302  0.06309
  0.10  0.08317  0.08394
  0.30  0.11884  0.14308
  0.50  0.06462  0.17070
  0.57  0.02410  0.17646
  0.62  -0.01166  0.17980
Valence sign wrong only: E_P = 0.7 Ha, gamma = (8,1,1), A = 1.0635, L' = -2.0000
  gap energies with a real-k state: 25 of 25
Both signs wrong: E_P = 0.9 Ha, gamma = (8,2,2), A = -2.7143, L' = -2.0000
  gap energies with a real-k state: 0 of 25
Well: period 200.0 bohr, half barrier, offsets c 0.01 Ha, v 0.005 Ha
  largest k = 0.3142 1/bohr: in-gap states old 0, new 0
  largest k = 0.9425 1/bohr: in-gap states old 6, new 0
Lowest electron level above Eg, coarse basis: old 0.002571 Ha, new 0.002559 Ha
Lowest electron level above Eg, fine basis: new 0.002555 Ha
all good
```
